\section*{Fractional-Spin Hydrogen: the Hartree-Fock Error J/4 and Hybrid Functionals}

\section{Definitions and conventions}

Hartree atomic units are used, the proton is clamped at the origin, and relativity is neglected. The one-electron Hamiltonian, its ground orbital and its ground energy are
\begin{equation}
h=-\tfrac12\nabla^2-\frac1r,\qquad \phi(\mathbf r)=\frac{e^{-r}}{\sqrt\pi},\qquad \varepsilon=\langle\phi|h|\phi\rangle=-\tfrac12 .
\end{equation}
The Coulomb integral of the orbital with itself is
\begin{equation}
J=\iint\frac{\phi(\mathbf r)^2\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
The up and down spin densities are $n_\uparrow=f\phi^2$ and $n_\downarrow=g\phi^2$, with occupations $f$ and $g$ between 0 and 1. The half-half atom has $f=g=\tfrac12$; the polarized atom has $f=1$, $g=0$. Until relaxation is discussed, $\phi$ is held fixed. An error is an approximate energy minus the exact one, so a positive error means an energy that is too high.

\section{The exact energy of the half-half atom}

Half an electron of each spin is an average over states with whole electrons. The equal mixture of the two degenerate ground states,
\begin{equation}
\Gamma=\tfrac12|\phi\uparrow\rangle\langle\phi\uparrow|+\tfrac12|\phi\downarrow\rangle\langle\phi\downarrow| ,
\end{equation}
has the spin densities $\phi^2/2$ and the energy $\tfrac12\varepsilon+\tfrac12\varepsilon=-\tfrac12$.

The exact energy assigned to these densities is the lowest value of $\mathrm{Tr}\,\Gamma H$ over all ensembles that yield them, including ensembles that mix electron numbers. None lies below $-\tfrac12$. For $N$ electrons the repulsion is non-negative and each $h$ is at least $-\tfrac12$, so every $N$-electron energy is at least $-N/2$. If $p_N$ is the weight of the $N$-electron states, then
\begin{equation}
\mathrm{Tr}\,\Gamma H\ \ge\ -\tfrac12\sum_N p_N N=-\tfrac12 ,
\end{equation}
because the densities integrate to one electron in total. The mixture reaches this bound, so the exact energy is $-\tfrac12$, the same as for the polarized atom.

\section{The Coulomb integral}

The potential of the spherical density $\phi^2$ has a part from the charge inside radius $r$ and a part from the charge outside:
\begin{equation}
v(r)=\frac1r\int_0^r4t^2e^{-2t}dt+\int_r^\infty4t\,e^{-2t}dt .
\end{equation}
Integration by parts gives
\begin{align}
\int_0^r4t^2e^{-2t}dt&=1-e^{-2r}(1+2r+2r^2),\\
\int_r^\infty4t\,e^{-2t}dt&=e^{-2r}(1+2r).
\end{align}
Dividing the first by $r$ and adding the second, the terms $\mp2r\,e^{-2r}$ cancel and $-2+1=-1$ remains:
\begin{equation}
v(r)=\frac1r-e^{-2r}\left(1+\frac1r\right).
\end{equation}
With $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$,
\begin{align}
J&=\int_0^\infty4r^2e^{-2r}v(r)\,dr
=4\int_0^\infty re^{-2r}dr-4\int_0^\infty(r^2+r)e^{-4r}dr\nonumber\\
&=4\cdot\frac14-4\left(\frac{2}{64}+\frac1{16}\right)=1-\frac38=\frac58 .
\end{align}

\section{Hartree-Fock with fractional occupations}

The Hartree-Fock energy is a functional of the one-particle density matrix. For the mixture above this matrix is diagonal in spin, with blocks $\gamma_\uparrow=f\phi(\mathbf r)\phi(\mathbf r')$ and $\gamma_\downarrow=g\phi(\mathbf r)\phi(\mathbf r')$. The Hartree energy contains the total density $(f+g)\phi^2$ twice:
\begin{equation}
U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=\frac{(f+g)^2}{2}J .
\end{equation}
Exchange acts within each spin block:
\begin{equation}
E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-\frac{f^2+g^2}{2}J .
\end{equation}
Since $(f+g)^2-f^2-g^2=2fg$, the sum with the one-electron energy is
\begin{equation}
E_{\rm HF}=(f+g)\varepsilon+fg\,J .\label{hf}
\end{equation}
For one electron in total, $g=1-f$. Every such division of the spin has exact energy $\varepsilon$, by the argument above with weights $f$ and $1-f$. The error is therefore
\begin{equation}
\Delta E_{\rm HF}(f)=f(1-f)J .
\end{equation}
It vanishes at $f=0$ and $f=1$, where exchange cancels the self-repulsion. Its derivative $(1-2f)J$ is zero at $f=\tfrac12$, where the error has its maximum
\begin{equation}
\boxed{\Delta E_{\rm HF}\left(\tfrac12\right)=\frac J4=\frac5{32}=0.15625\ \text{hartree}=4.25\ \text{eV}.}
\end{equation}
In detail, the Hartree energy is $J/2=0.3125$ hartree, and exchange removes only half of it.

\section{What the error means}

Suppose the two spin orbitals were filled independently, with probabilities $f$ and $g$. The empty atom has energy 0, each singly occupied state $\varepsilon$, and the doubly occupied state $2\varepsilon+J$. The average is
\begin{equation}
\left[f(1-g)+g(1-f)+2fg\right]\varepsilon+fg\,J=(f+g)\varepsilon+fg\,J ,
\end{equation}
which is Eq.~\eqref{hf}. Hartree-Fock thus assigns the half-half atom the energy of a system that is empty with probability $\tfrac14$, singly occupied with probability $\tfrac12$ and doubly occupied with probability $\tfrac14$. In the true mixture the spins are perfectly correlated: if one spin orbital is full, the other is empty. The missing correlation energy is $-J/4$.

The up and down densities alone do not fix the Hartree-Fock energy. One electron with its spin pointing sideways, in the state $\phi(|\uparrow\rangle+|\downarrow\rangle)/\sqrt2$, also has $n_\uparrow=n_\downarrow=\phi^2/2$. Its density matrix has four spin blocks, each equal to $\tfrac12\phi(\mathbf r)\phi(\mathbf r')$. Summed over all four, exchange is
\begin{equation}
E_x=-\frac12\cdot4\cdot\frac14J=-\frac J2 ,
\end{equation}
which cancels the Hartree energy and leaves $-\tfrac12$. The mixture has no off-diagonal blocks, and the error J/4 belongs to that spin-diagonal case.

\section{The same error in a stretched bond}

Take H$_2$ at a distance $R$ so large that the overlap of the atomic orbitals $\phi_A$ and $\phi_B$ is negligible. The symmetric closed-shell determinant puts both electrons in $\sigma=(\phi_A+\phi_B)/\sqrt2$. Each spin density is then $(\phi_A^2+\phi_B^2)/2$, so each atom is a half-half atom.

Each electron has energy $\varepsilon$ from its own atom and $-1/R$ from the other proton. The repulsion of the two electrons is
\begin{equation}
(\sigma\sigma|\sigma\sigma)=\frac14\left(J+J+\frac2R\right)=\frac J2+\frac1{2R}.
\end{equation}
Adding the proton repulsion $1/R$,
\begin{equation}
E=2\varepsilon-\frac2R+\frac J2+\frac1{2R}+\frac1R=2\varepsilon+\frac J2-\frac1{2R}.
\end{equation}
The error per atom is $J/4-1/(4R)$. At $R=100$ bohr this is $0.15625-0.00250=0.15375$ hartree, which is also the value computed with the atomic orbitals held fixed. A self-consistent restricted calculation lets the orbitals expand and gives about $0.1423-0.0025=0.1398$ hartree, where 0.1423 is the relaxed error of the next section. The slow $1/R$ term has a simple origin. Expanding $\sigma\sigma$ gives the ionic configurations $\phi_A\phi_A$ and $\phi_B\phi_B$ a total weight of $\tfrac12$, and each contains an ion pair with attraction $-1/R$.

The covalent singlet $(\phi_A\phi_B+\phi_B\phi_A)/\sqrt2$ has no ionic part. Its interaction terms are $-2/R+1/R+1/R=0$, so it has energy $2\varepsilon$ and no error. A single determinant can also reach $2\varepsilon$ by breaking the symmetry, with the up electron on $A$ and the down electron on $B$. Each atom then has $f=0$ or $f=1$, where $f(1-f)J$ vanishes. The price is a spin density that the true singlet does not have.

\section{Why the orbital must be held fixed}

If both spins share one orbital that may adapt, the energy to be minimized is $\langle h\rangle+J[\phi]/4$. A scaled orbital proportional to $e^{-\zeta r}$ has kinetic energy $\zeta^2/2$, nuclear attraction $-\zeta$ and Coulomb integral $5\zeta/8$. Hence
\begin{equation}
E(\zeta)=\frac{\zeta^2}2-\zeta+\frac{5\zeta}{32}=\frac{\zeta^2}2-\frac{27}{32}\zeta .
\end{equation}
Setting $E'(\zeta)=0$ gives $\zeta=27/32$ and $E=-\tfrac12(27/32)^2=-0.35596$ hartree, an error of 0.14404 hartree. The orbital expands to reduce its repulsion.

For a general orbital, a variation $\delta\phi$ changes $\langle h\rangle$ by $2\langle\delta\phi|h|\phi\rangle$ and $J/4$ by $\langle\delta\phi|v_\phi|\phi\rangle$, since $\phi$ occurs four times in $J$. Here $v_\phi$ is the potential of $\phi^2$. With a multiplier $\eta$ for the norm,
\begin{equation}
\left(h+\tfrac12v_\phi\right)\phi=\eta\,\phi .
\end{equation}
Solved in a basis of 16 Gaussian s functions, this gives an error of 0.1423 hartree, about 9\% below $J/4$. The value $J/4$ is therefore a fixed-orbital result, and relaxation lowers it modestly.

\section{Hybrid functionals}

A global hybrid replaces a fraction $1-a$ of Hartree-Fock exchange by semilocal exchange $X$ and keeps the full semilocal correlation $C$. Let the subscript $h$ denote the half-half atom and 1 the polarized atom. Both have Hartree energy $J/2$; their Hartree-Fock exchange energies are $-J/4$ and $-J/2$. Thus
\begin{align}
E_a[\tfrac12,\tfrac12]&=\varepsilon+\frac J2-\frac{aJ}4+(1-a)X_h+C_h,\label{eh}\\
E_a[1,0]&=\varepsilon+\frac J2-\frac{aJ}2+(1-a)X_1+C_1 .\label{e1}
\end{align}
The exact energies of the two atoms are equal. The difference between the approximate ones is the static correlation error,
\begin{equation}
S(a)=\frac{aJ}4+(1-a)(X_h-X_1)+C_h-C_1 ,\label{S}
\end{equation}
with slope
\begin{equation}
\frac{dS}{da}=\frac J4-(X_h-X_1).
\end{equation}
So $S$ grows with the exchange fraction if and only if $X_h-X_1<J/4$: semilocal exchange must lose less than exact exchange does when the spin is divided. This is a property of the functional, not an identity.

The total error of the half-half atom, measured from $-\tfrac12$, is
\begin{equation}
D(a)=\frac J2-\frac{aJ}4+(1-a)X_h+C_h,\qquad \frac{dD}{da}=-\frac J4-X_h .\label{D}
\end{equation}
It grows if $X_h<-J/4$. The two measures differ by the error of the polarized atom, which follows from Eq.~\eqref{e1}:
\begin{equation}
D(a)-S(a)=(1-a)\left(\frac J2+X_1\right)+C_1 .
\end{equation}

\section{Why semilocal exchange meets the condition}

Semilocal exchange of the local-density (LDA) or gradient-corrected kind has the form
\begin{equation}
X=-\sum_\sigma\int n_\sigma^{4/3}\,G(x_\sigma)\,d\mathbf r,\qquad x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}} .
\end{equation}
For LDA, $G$ is the constant $A=\tfrac32(3/4\pi)^{1/3}$. Two half densities give $2(\tfrac12)^{4/3}=2^{-1/3}$ times the integral for one full density, so
\begin{equation}
X_h=2^{-1/3}X_1,\qquad X_h-X_1=(1-2^{-1/3})|X_1|=0.206\,|X_1| .
\end{equation}
Exact exchange is quadratic in the occupation and loses one half; LDA exchange has the power $4/3$ and loses about one fifth.

The LDA value follows in closed form. With $n=\phi^2=e^{-2r}/\pi$,
\begin{equation}
\int n^{4/3}d\mathbf r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr=\frac{4}{\pi^{1/3}}\cdot2\left(\frac38\right)^3=\frac{27}{64\,\pi^{1/3}} .
\end{equation}
Since $2^{-1/3}A=\tfrac34(3/\pi)^{1/3}$,
\begin{equation}
X_h=-\frac{81}{256}\left(\frac3{\pi^2}\right)^{1/3}=-0.2127\ \text{hartree}.
\end{equation}

With gradient corrections, halving $n_\sigma$ multiplies $x_\sigma$ by $2^{4/3}/2=2^{1/3}$. If $G$ increases with $x$, then $|X_h|>2^{-1/3}|X_1|$, and the relative loss is smaller than in LDA. PBE exchange has this property, because its enhancement factor $1+\kappa-\kappa/(1+\mu s^2/\kappa)$ rises with $s\propto x$. For B88 exchange the computed loss is likewise smaller.

Whenever the relative loss is at most 0.206, the condition $X_h-X_1<J/4$ holds for $|X_1|<0.15625/0.206\approx0.76$ hartree. A functional that describes the polarized atom reasonably has $|X_1|$ near $J/2=0.3125$ hartree, far inside this limit.

\section{Numbers for three functionals}

The exchange and correlation energies at the fixed 1s orbital, in hartree, are listed below. VWN means the VWN5 parametrization; the RPA fit that some programs use under the same name gives $C_h=-0.058$ and $C_1=-0.040$ hartree instead.
\begin{center}
\begin{tabular}{lrrrr}
Functional & $X_h$ & $X_1$ & $C_h$ & $C_1$\\
LDA+VWN & $-0.2127$ & $-0.2680$ & $-0.0414$ & $-0.0221$\\
PBE+PBE & $-0.2540$ & $-0.3059$ & $-0.0149$ & $-0.0060$\\
B88+LYP & $-0.2588$ & $-0.3098$ & $-0.0136$ & $0.0000$
\end{tabular}
\end{center}
For PBE with $a=0.25$, Eqs.~\eqref{S} and \eqref{D} give
\begin{align}
S&=0.25(0.15625)+0.75(0.0519)-0.0149+0.0060\nonumber\\
&=0.0391+0.0389-0.0089=0.0691\ \text{hartree},\\
D&=0.3125-0.0391-0.75(0.2540)-0.0149=0.0680\ \text{hartree}.
\end{align}
The static correlation error $S(a)$, in hartree, is:
\begin{center}
\begin{tabular}{lrrrr}
Functional & $a=0$ & $0.25$ & $0.50$ & $1$\\
LDA+VWN & 0.0360 & 0.0613 & 0.0865 & 0.1370\\
PBE+PBE & 0.0430 & 0.0691 & 0.0952 & 0.1473\\
B88+LYP & 0.0373 & 0.0637 & 0.0900 & 0.1426
\end{tabular}
\end{center}
Every entry is positive and every row rises, so the size of the error grows too. The slopes are 0.101, 0.104 and 0.105 hartree per unit of $a$.

At $a=1$ the static correlation error is $S(1)=J/4+C_h-C_1$, not $J/4$; the total error is $D(1)=J/4+C_h$. Semilocal correlation is more negative in the half-half atom and removes a little: 0.019 hartree for LDA and 0.009 for PBE. This is far short of the $-J/4$ required.

The total error $D$ also rises for all three functionals, with slopes 0.0565, 0.0977 and 0.1026 hartree per unit of $a$. The LDA slope is much the smallest. LDA exchange falls short of $J/2$ in the polarized atom by $0.3125-0.2680=0.0445$ hartree, and exact exchange removes this exchange shortfall while it enlarges $S$. The two effects partly cancel in the slope of $D$: $0.1010-0.0445=0.0565$ hartree. The polarized atom does not become exact, because $C_1$ remains: its LDA error $D-S$ goes from $+0.022$ hartree at $a=0$ to $C_1=-0.022$ hartree at $a=1$.

These hybrid results hold at the fixed 1s orbital and for a global fraction $a$ with correlation independent of $a$. With self-consistent orbitals the PBE values of $S$ still rise but are lower, about 0.041, 0.065, 0.089 and 0.135 hartree for the same four fractions. The numerical check checks the hybrid formulas against energies computed directly from the density matrices, with semilocal exchange obtained separately by radial integration.

\section*{Table of computed values}
\begin{verbatim}
J by quadrature = 0.625000 hartree
J/4 = 0.156250 hartree = 4.2518 eV
Hartree energy J/2 = 0.312500 hartree
H atom energy in Gaussian basis = -0.4999999 hartree
HF error, up occupation 0.00: 0.00000 hartree
HF error, up occupation 0.10: 0.05625 hartree
HF error, up occupation 0.25: 0.11719 hartree
HF error, up occupation 0.50: 0.15625 hartree
sideways-spin HF energy = -0.500000 hartree
two-electron H- energy, s basis = -0.51266 hartree
H2 R=20 bohr, closed-shell error/atom = 0.14375 hartree
H2 R=20 bohr, full solution error/atom = 0.00000 hartree
H2 R=100 bohr, closed-shell error/atom = 0.15375 hartree
H2 R=100 bohr, full solution error/atom = 0.00000 hartree
best scaled-1s exponent = 0.84375 1/bohr
scaled-1s energy = -0.35596 hartree
scaled-1s error = 0.14404 hartree
fully relaxed energy = -0.35771 hartree
fully relaxed error = 0.14229 hartree
LDA exchange loss, 1-2^(-1/3) = 0.2063 (no unit)
exchange fractions a: 0.00 0.25 0.50 1.00
LDA+VWN: X_h = -0.2127, X_1 = -0.2680 hartree
LDA+VWN: X_h - X_1 = 0.0553 hartree
LDA+VWN: C_h = -0.0414, C_1 = -0.0221 hartree
LDA+VWN: slope of S = 0.1010 hartree
LDA+VWN: slope of D = 0.0565 hartree
LDA+VWN: S(a) = 0.0360 0.0613 0.0865 0.1370 hartree
LDA+VWN: D(a) = 0.0583 0.0725 0.0866 0.1148 hartree
PBE+PBE: X_h = -0.2540, X_1 = -0.3059 hartree
PBE+PBE: X_h - X_1 = 0.0519 hartree
PBE+PBE: C_h = -0.0149, C_1 = -0.0060 hartree
PBE+PBE: slope of S = 0.1043 hartree
PBE+PBE: slope of D = 0.0977 hartree
PBE+PBE: S(a) = 0.0430 0.0691 0.0952 0.1473 hartree
PBE+PBE: D(a) = 0.0436 0.0680 0.0925 0.1413 hartree
B88+LYP: X_h = -0.2588, X_1 = -0.3098 hartree
B88+LYP: X_h - X_1 = 0.0509 hartree
B88+LYP: C_h = -0.0136, C_1 = -0.0000 hartree
B88+LYP: slope of S = 0.1053 hartree
B88+LYP: slope of D = 0.1026 hartree
B88+LYP: S(a) = 0.0373 0.0637 0.0900 0.1426 hartree
B88+LYP: D(a) = 0.0401 0.0657 0.0914 0.1426 hartree
\end{verbatim}
